# Recovering a real wavevector from tunnelling oscillations beneath exponential decay

**Question**

I am trying to understand a tunnel barrier whose two slowest evanescent states have the same decay constant $\kappa$ but opposite real wavevectors $\pm q$. My model is a chain at one fixed spin and transverse wavevector:

- The barrier has $N$ layers with spacing $a=0.21$ nm, so its thickness is $d=Na$. Its level is $D=6.4$ eV above the Fermi energy $E=0$, with neighbour hopping $t_1=-3.7$ eV and second-neighbour hopping $t_2=1.0$ eV.
- Each lead is a chain with level $e_L=1.0$ eV and hopping $h=-1.5$ eV, joined to the end layer of the barrier by $V=1.0$ eV.

How do I get the transmission $T$ as a function of thickness, including the phase of the oscillation? If I had only a list of $T$ against $N$, how would I recover $q$? I don't know whether the period is $2\pi/q$, or whether sampling at whole layers loses information.

**Answer**

**What the period measures**

If waves that cross the barrier more than once are neglected, along with any faster-decaying states (your chain has none), the transmitted amplitude is

$$\tau=e^{-\kappa d}\left(\alpha e^{iqd}+\beta e^{-iqd}\right),$$

with $\alpha,\beta$ independent of $d$. Its squared modulus is

$$T=e^{-2\kappa d}\left[A+B\cos(2qd+\varphi)\right],$$

where $A=|\alpha|^2+|\beta|^2$, $B=2|\alpha\beta|\le A$ and $\varphi=\arg\alpha-\arg\beta$. The cross term contains the difference of the two wavevectors, $q-(-q)=2q$. The period is therefore $\Lambda=\pi/q$, and

$$q=\pi/\Lambda .$$

Your model also fixes $A$, $B$ and $\varphi$. From here on $a=1$ inside formulas.

**The complex wavevector**

In the bulk of the barrier, $\psi_n=e^{ikn}$ gives $E=D+2t_1\cos k+2t_2\cos 2k$. Insert $\cos2k=2\cos^2k-1$ and divide by $4t_2$:

$$\cos^2k-2u\cos k+w=0,\qquad u=-\frac{t_1}{4t_2},\quad w=\frac{D-E-2t_2}{4t_2}.$$

For $w>u^2$ the roots are $\cos k=u\pm i\sqrt{w-u^2}$. With $k=q+i\kappa$,

$$\cos k=\cos q\cosh\kappa-i\sin q\sinh\kappa .$$

The real part gives $u=\cos q\cosh\kappa$. The squared modulus, which is the product of the two roots, gives $w=\cos^2q+\sinh^2\kappa$. Put $X=\cos^2q$, so that $\cosh^2\kappa=1+w-X$ and $u^2=X(1+w-X)$. Hence

$$\cos^2q=\tfrac12\left[1+w-\sqrt{(1+w)^2-4u^2}\right],\qquad \sinh^2\kappa=w-\cos^2q .$$

The smaller root is the right one: at $X=1$ the quadratic $X^2-(1+w)X+u^2$ equals $u^2-w<0$, so the other root exceeds 1. The sign of $\cos q$ is that of $u$.

Here $u=0.925$ and $w=1.1$, so $\cos^2q=\tfrac12(2.1-0.9937)=0.5531$. This gives $qa=0.7322$ and $\kappa a=0.6847$, or

$$q=3.486\ \text{nm}^{-1},\qquad \kappa=3.261\ \text{nm}^{-1},\qquad \Lambda=0.901\ \text{nm}.$$

**Eliminating the leads**

Take $e^{i\theta n}+re^{-i\theta n}$ for $n\le0$ and $\tau e^{i\theta(n-N-1)}$ for $n\ge N+1$, with $E-e_L=2h\cos\theta$. Since $h<0$, $e^{i\theta n}$ moves to the right for $0<\theta<\pi$. The equation at site 0 reduces to

$$h(e^{i\theta}+re^{-i\theta})=V\psi_1\quad\Rightarrow\quad r=\frac Vh e^{i\theta}\psi_1-e^{2i\theta}.$$

The lead therefore acts on layer 1 through

$$V(1+r)=V(1-e^{2i\theta})+\Sigma\psi_1,\qquad \Sigma=\frac{V^2e^{i\theta}}{h}.$$

The first term is a source of modulus $2|V|\sin\theta$. At site $N+1$, $h\tau e^{-i\theta}=V\psi_N$, so $\tau=(V/h)e^{i\theta}\psi_N$, and layer $N$ receives $\Sigma\psi_N$.

Let $G$ be $\psi_N$ for a unit source on layer 1. The leads are equal, so no velocity ratio enters, and

$$T=|\tau|^2=\frac{V^2}{h^2}\,4V^2\sin^2\theta\,|G|^2=\Gamma^2|G|^2,\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma .$$

Here $\cos\theta=1/3$, $\Sigma=-0.222-0.629i$ eV and $\Gamma=1.257$ eV.

**The left end**

First let the barrier extend to infinity on the right. Continue its decaying solution formally to $n=0$ and $n=-1$ using the bulk equation. The actual equation for layer 2 lacks the term $t_2\psi_0$, so $\psi_0=0$. With $\rho=e^{-\kappa}$ this requires

$$\psi_n=C\rho^n\sin qn .$$

Thus $+q$ and $-q$ enter with equal weight. The actual equation for layer 1 is $(E-D-\Sigma)\psi_1-t_1\psi_2-t_2\psi_3=1$, while the bulk equation gives $(E-D)\psi_1-t_1\psi_2-t_2\psi_3=t_2\psi_{-1}$. Subtracting,

$$t_2\psi_{-1}-\Sigma\psi_1=1\quad\Rightarrow\quad C=-\frac{\rho}{\sin q\,(t_2+\rho^2\Sigma)} .$$

**The right end**

Let $L=N+1$ and $m=L-n$. Adding the wave reflected once from the right end, write $\psi_n=C\rho^L\chi_m$ with

$$\chi_m=\rho^{-m}\sin q(L-m)+\rho^m(\mu\cos qm+\nu\sin qm).$$

The same comparison with the bulk equation gives $\chi_0=0$ and $t_2\chi_{-1}=\Sigma\chi_1$. Abbreviate $s=\sin q$, $c=\cos q$, $S=\sin qL$, $K=\cos qL$. Then $\mu=-S$ and

$$\chi_1=\rho^{-1}(Sc-Ks)-\rho cS+\rho s\nu,$$

$$\chi_{-1}=\rho(Sc+Ks)-\rho^{-1}cS-\rho^{-1}s\nu .$$

The combination $\chi_{-1}+\rho^{-2}\chi_1$ eliminates $\nu$:

$$\chi_{-1}+\rho^{-2}\chi_1=\rho^{-3}(1-\rho^2)\left[(1-\rho^2)cS-(1+\rho^2)sK\right].$$

Substitute $\chi_{-1}=\Sigma\chi_1/t_2$, multiply by $t_2\rho^2$, and use $1-\rho^2=2\rho\sinh\kappa$ and $1+\rho^2=2\rho\cosh\kappa$:

$$\chi_1=\frac{4t_2\rho\sinh\kappa}{t_2+\rho^2\Sigma}\left[\sinh\kappa\,cS-\cosh\kappa\,sK\right].$$

The bracket is $R\sin(qL-\delta)$, where $R\cos\delta=\sinh\kappa\cos q$ and $R\sin\delta=\cosh\kappa\sin q$. Squaring and adding gives $R^2=\sinh^2\kappa+\sin^2q$. Since $G=C\rho^L\chi_1$,

$$T_N\simeq F e^{-2\kappa N}\sin^2[q(N+1)-\delta],$$

$$F=\frac{16\,\Gamma^2t_2^2\rho^6\sinh^2\kappa\,R^2}{\sin^2q\,|t_2+\rho^2\Sigma|^4}.$$

A further round trip costs a relative factor of order $e^{-2\kappa N}$, which has been dropped. Because $\sin^2x=(1-\cos2x)/2$, this is the general law with full contrast, $B=A$. The full contrast rests on one channel per lead and real hoppings: the wave decaying from each end is then real up to a constant phase, so $+q$ and $-q$ have equal moduli. Contact at the end layers only fixes the particular $F$ and $\delta$. At nonzero transverse wavevector, time reversal also reverses that wavevector; a twofold axis along the current restores it and allows real hoppings.

**Transmission against thickness**

For your parameters $F=0.603$ and $\delta=0.986$. At $N=9$ the phase is $10(0.73216)-0.98637=6.3352$, which is $2\pi+0.052$, so this thickness lies almost on a zero. Solving the full wave-matching equations, with all reflections included, gives:

| $N$ | $d$ (nm) | $T$ | $Te^{2\kappa d}$ |
|---|---|---|---|
| 5 | 1.05 | $4.40\times10^{-5}$ | 0.041 |
| 6 | 1.26 | $1.15\times10^{-4}$ | 0.425 |
| 7 | 1.47 | $4.03\times10^{-5}$ | 0.588 |
| 8 | 1.68 | $4.16\times10^{-6}$ | 0.238 |
| 9 | 1.89 | $7.25\times10^{-9}$ | 0.002 |
| 10 | 2.10 | $3.39\times10^{-7}$ | 0.301 |
| 11 | 2.31 | $1.72\times10^{-7}$ | 0.601 |
| 12 | 2.52 | $2.67\times10^{-8}$ | 0.366 |
| 13 | 2.73 | $2.87\times10^{-10}$ | 0.016 |
| 14 | 2.94 | $8.31\times10^{-10}$ | 0.176 |

Adding the tenth layer raises $T$ about 47 times, because it moves the barrier off a destructive interference. The closed form differs from wave matching by $1.6\times10^{-4}$ of the envelope $Fe^{-2\kappa N}$ at $N=5$ and by $2.4\times10^{-7}$ of it at $N=10$.

**Recovering $q$ from the list**

A quick method is to remove the exponential and locate the dips. From $N=6$ to $36$ they fall at $N=9,13,18,22,26,30,35$. The mean spacing is $(35-9)/6=4.33$ layers, or $0.910$ nm, so $q=\pi/0.910=3.45\ \text{nm}^{-1}$, about 1% low. Each sampled dip can lie up to half a layer from a true zero, so the mean spacing may be wrong by up to $1/6$ layer. $N=5$ is a dip too; including it gives $(35-5)/7=4.29$ layers and $q=3.49\ \text{nm}^{-1}$.

A sharper method needs no prior $\kappa$. Expanding the cosine shows that $T_N$ is a sum of $N$th powers of $\rho^2$, $\rho^2e^{2iq}$ and $\rho^2e^{-2iq}$. These are the roots of

$$x^3-g_2x^2-g_1x-g_0=0,$$

so the data obey

$$T_{N+3}=g_2T_{N+2}+g_1T_{N+1}+g_0T_N .$$

Six successive values give three linear equations for the $g_j$. If $z$ is the root with positive imaginary part, then $q=\tfrac12\arg z$ and $\kappa=-\tfrac12\ln|z|$. The noise-free values for $N=9$ to $14$, at full precision, return $q=3.486\ \text{nm}^{-1}$ and $\kappa=3.261\ \text{nm}^{-1}$, in agreement with the bulk calculation. The method is sharper only for precise data. The three-digit values of the table give $3.480\ \text{nm}^{-1}$. Random errors of 1% in $T_9,\dots,T_{14}$ give an rms error of about 1% in $q$, and errors of 5% give about 6%. For noisy data a longer list of thicknesses is needed.

**What whole layers cannot tell you**

Adding $\pi/a$ to $q$ changes $2qNa$ by $2\pi N$, and reversing $q$ can be absorbed in $\varphi$. The data therefore fix $q$ only up to sign and modulo $\pi/a$. In your chain, changing the sign of alternate barrier orbitals turns $t_1$ into $-t_1$ and $q$ into $\pi/a-q$. The end couplings may change sign, but $T$ depends on $V^2$, so every $T_N$ stays the same.

The list is thus equally compatible with $11.47\ \text{nm}^{-1}$, whose period of $0.274$ nm is too short to be seen directly at $0.21$ nm spacing. The known band structure decides: $t_1<0$ makes $\cos qa$ positive and selects $3.486\ \text{nm}^{-1}$.

**Where the result changes**

- **Near the band edge.** For $|u|<1$, $w=u^2$ is the band edge, here $0.978$ eV above the Fermi level. There $\kappa\to0$, and multiple reflections can no longer be dropped.
- **Loss of oscillation.** For $u>1$, $q\to0$ as $w\to u^2$ from above and the period diverges. Just beyond that point there are two purely decaying states with unequal $\kappa$.
- **More lead channels.** Adding a second right-hand channel on layer $N-1$ reduces $B/A$ from 1 to $0.94$, because the two outputs do not vanish together. The powers in $T_N$, and hence the recovered $q$, are unchanged.

**Comparison with a real barrier**

The spacing and thickness are roughly those of MgO tunnel barriers, but the hoppings are model values, not an MgO band structure. An edge near 1 eV is low beside the several electronvolts suggested by the wide gap of MgO. The model has one orbital per layer, so it describes interference within one symmetry class, not the selection between classes that filters spin. That the slowest states form a $\pm q$ pair with equal $\kappa$ is an assumption of the model, so the model does not show what causes thickness oscillations in a real MgO junction.

Real junctions also break the assumptions of a single transverse wavevector, sharp energy and flat layers. A useful measure is $T_9/\sqrt{T_8T_{10}}$, which would be 1 for a pure exponential and is $0.006$ here. Changing one assumption at a time gives:

- **Temperature, 300 K:** the ratio becomes $0.013$, and the apparent $q$ from $N=9$ to $14$ is $3.47\ \text{nm}^{-1}$.
- **Transverse average,** with free transverse motion of equal mass throughout: $0.47$ and $3.46\ \text{nm}^{-1}$.
- **Roughness,** with weights $\tfrac14,\tfrac12,\tfrac14$ on $N-1,N,N+1$: $0.70$, with $q$ unchanged, because shifted copies of the data obey the same recurrence.

The ratio at $N=9$ overstates the loss of oscillation, because that thickness lies almost on a zero and averaging also moves the dips. With roughness the deepest points go to $N=10$ and $14$ (ratios $0.48$ and $0.33$), and $B/A$ falls only to $0.71$. With the transverse average the ratio is still $0.23$ at $N=13$. In this model, then, a near-zero is easily filled in, while the oscillation and its period survive these averages for $N$ up to about 25. Wider roughness weakens the oscillation further: binomial weights with a standard deviation of 1 layer give $B/A=0.51$, and 1.4 layers give $0.26$. The thermal and transverse averages obey the recurrence only approximately, so the apparent $q$ depends on the six thicknesses used: the shift is at most 0.7% for $N=9$ to $14$ and up to about 1% for sets starting between $N=5$ and $20$. With all three effects together it reaches about 2%. Thicker barriers leave the tunnelling regime at 300 K: energies above $0.9$ eV, near and above the barrier band edge, carry 2% of the conductance at $N=25$, about 40% at $N=26$ and 98% at $N=30$, and the set starting at $N=23$ returns a $q$ that is 13% low. A material whose $q$ varies strongly with transverse wavevector could shift more. The calculation is for small bias. At 10 mV the field across nine layers is $0.05$ MV/cm, and the bias energy is below $k_BT=26$ meV. The numerical output below lists the main values used here.

## Table of computed values

```
layer spacing a = 0.21 nm
barrier D, t1, t2 = 6.4, -3.7, 1.0 eV
lead level, hopping, coupling = 1.0, -1.5, 1.0 eV
barrier band edge above Fermi level = 0.9775 eV
u, w = 0.9250, 1.1000
q a = 0.73216 rad, kappa a = 0.68473
q = 3.4865 1/nm, kappa = 3.2606 1/nm
period pi/q = 4.2908 layers = 0.9011 nm
Sigma = -0.2222 -0.6285i eV, Gamma = 1.2571 eV
R = 0.99686, delta = 0.98637 rad, F = 0.6026
N, d (nm), T matching, T formula, T exp(2 kappa d)
 5 1.05 4.4019e-05 4.3919e-05 0.0414
 6 1.26 1.1483e-04 1.1483e-04 0.4252
 7 1.47 4.0349e-05 4.0350e-05 0.5876
 8 1.68 4.1607e-06 4.1607e-06 0.2383
 9 1.89 7.2477e-09 7.2474e-09 0.0016
10 2.10 3.3925e-07 3.3925e-07 0.3006
11 2.31 1.7240e-07 1.7240e-07 0.6008
12 2.52 2.6675e-08 2.6675e-08 0.3657
13 2.73 2.8674e-10 2.8674e-10 0.0155
14 2.94 8.3084e-10 8.3084e-10 0.1762
error/envelope at N=5: 1.56e-04, at N=10: 2.42e-07
recovered from N=6..11: q = 3.48650 1/nm, kappa = 3.26053 1/nm
recovered from N=9..14: q = 3.48649 1/nm, kappa = 3.26061 1/nm
recovered from N=12..17: q = 3.48649 1/nm, kappa = 3.26061 1/nm
recovered period (N=9..14) = 0.9011 nm
wrong reading 2 pi/period = 6.9730 1/nm
dips at N = 9 13 18 22 26 30 35
mean dip spacing = 4.3333 layers = 0.9100 nm
q from dip spacing = 3.4523 1/nm
folded partner pi/a - q = 11.4735 1/nm
period of folded partner = 0.2738 nm
contrast B/A, one right channel = 1.00000
contrast B/A, two right channels = 0.94236
temperature = 300 K, kT = 0.02585 eV
dip ratio T9/sqrt(T8 T10):
  sharp: 0.0061
  thermal: 0.0131
  transverse average: 0.4711
  rough: 0.6985
apparent q, thermal (N=9..14) = 3.4706 1/nm
apparent q, transverse average (N=9..14) = 3.4628 1/nm
apparent q, rough layers (N=12..17) = 3.4865 1/nm
field at 10 mV across 9 layers = 0.0529 MV/cm
```
